\section*{Why coolant flow makes heating between two chips one-sided}

\section{What happens, and how large it is}

Two chips share a liquid-cooled plate, with chip 1 upstream. Heat from chip 1 enters the coolant and is carried under chip 2. Heat from chip 2 can reach chip 1 through the metal, against the flow, but the coolant collects it on the way and brings it back. Let $R_{ij}$ be the temperature rise of chip $i$ per watt released in chip $j$, and $C$ the heat capacity rate of the coolant (mass flow times specific heat). For well-separated chips on a long uniform plate,
\begin{equation}
R_{21}\approx \frac1C,\qquad R_{12}\propto e^{-pd},
\end{equation}
where $d$ is the centre distance and $1/p$ the distance over which heat creeps upstream. For the plate computed below, 300 W in chip 1 warms chip 2 by 8.6 K, while 300 W in chip 2 warms chip 1 by only a few tenths of a kelvin at most, as long as the inlet temperature is held fixed.

Reciprocity is not lost altogether. It is replaced by a weaker rule: reversing the flow, with the plate's properties unchanged, exchanges $R_{12}$ and $R_{21}$. Nor is the reverse influence much weaker under all conditions. If the heat exchange between wall and coolant is held fixed, the ratio of the two influences tends to 1 at very low and at very high flow, although at low flow their difference stays large. If that exchange improves with flow, $R_{12}$ can fall faster than $1/C$, and the high-flow limit need not be reached.

\section{Model and conventions}

Let $x$ run along the flow, from $0$ to $L$. The base and fins are treated as one effective medium of temperature $s(x)$, and the coolant has the mixed temperature $f(x)$, both counted from the inlet temperature. With axial conductance $K$ (W\,m/K), wall exchange $g$ (W/(m\,K)) and heating $q$ per length, the steady energy balances are
\begin{align}
-(Ks')'+g(s-f)&=q, \label{solid}\\
Cf'+g(f-s)&=0. \label{fluid}
\end{align}
The plate ends are insulated, $s'(0)=s'(L)=0$, and $f(0)=0$. Properties do not depend on temperature, and conduction along the water is neglected. The equations contain no physical constants, so they read the same in atomic units.

Chip $j$ releases unit power with profile $w_j(x)$, $\int w_j\,dx=1$, and produces the fields $s_j,f_j$. Its temperature is read with the same profile:
\begin{equation}
R_{ij}=\int_0^L w_i\,s_j\,dx .
\end{equation}
This choice matters, because reciprocity relates a source to a reading of the same shape. These are temperatures of the effective medium under the chip; the drop through the thickness of the base and the resistance from the base to the junction are added separately.

\section{Why advection breaks the symmetry}

Write \eqref{solid} and \eqref{fluid} for source 2, multiply them by $s_1$ and $f_1$, add and integrate. The exchange terms combine as
\[
s_1g(s_2-f_2)+f_1g(f_2-s_2)=g(s_1-f_1)(s_2-f_2),
\]
and, since the ends are insulated, $-\int s_1(Ks_2')'dx=\int Ks_1's_2'\,dx$. Hence
\begin{equation}
R_{21}=\int_0^L\!\left[Ks_1's_2'+g(s_1-f_1)(s_2-f_2)+Cf_1f_2'\right]dx .
\label{weak}
\end{equation}
Exchanging the labels gives $R_{12}$. The first two terms do not change, so subtraction leaves
\begin{equation}
R_{21}-R_{12}=C\int_0^L\left(f_1f_2'-f_2f_1'\right)dx .
\label{identity}
\end{equation}
Conduction and wall exchange cancel, even if $K$ and $g$ vary along the plate. A side loss proportional to $s$ would add a term in $s_1s_2$ and cancel too. Advection is the one term in this model that distinguishes the chips' roles.

The integral is easy to read when the chips are far apart. Each $f_j$ rises from zero to $1/C$ near its own chip. Where $f_2$ rises, $f_1$ is already $1/C$, so the first term gives $C\,(1/C)(1/C)=1/C$. Where $f_1$ rises, $f_2$ is almost zero, and the second term gives almost nothing.

\subsection{What replaces reciprocity}

Mark fields of the reversed flow by a tilde. They obey $-C\tilde f'+g(\tilde f-\tilde s)=0$, with the inlet now at $\tilde f(L)=0$. Multiply the forward equations for source 1 by $\tilde s_2,\tilde f_2$, and the reversed equations for source 2 by $s_1,f_1$. As before,
\begin{align}
\tilde R_{12}&=\int_0^L\!\left[Ks_1'\tilde s_2'+g(s_1-f_1)(\tilde s_2-\tilde f_2)+C\tilde f_2f_1'\right]dx,\\
R_{21}&=\int_0^L\!\left[Ks_1'\tilde s_2'+g(s_1-f_1)(\tilde s_2-\tilde f_2)-Cf_1\tilde f_2'\right]dx .
\end{align}
Their difference is a boundary term:
\begin{equation}
R_{21}-\tilde R_{12}=-C\left[f_1\tilde f_2\right]_0^L=0,
\end{equation}
because $f_1(0)=0$ and $\tilde f_2(L)=0$. Thus $R_{21}$ with forward flow equals $R_{12}$ with reversed flow, provided that $K(x)$ and $g(x)$ are the same in both runs.

\section{The two influences on a uniform plate}

\subsection{Response to a point source}

Away from the source try $s=s_0e^{\lambda x}$, $f=f_0e^{\lambda x}$. Adding \eqref{solid} and \eqref{fluid} gives $Ks''=Cf'$, so for $\lambda\neq0$ we have $f_0=(K\lambda/C)s_0$. Putting this into $Ks''=g(s-f)$ yields
\begin{equation}
K\lambda^2+\frac{gK}{C}\lambda-g=0 .
\label{quad}
\end{equation}
The roots are $\lambda=p>0$ and $\lambda=-m<0$, with
\begin{equation}
p,\,m=\sqrt{\frac{g^2}{4C^2}+\frac gK}\mp\frac{g}{2C},\qquad pm=\frac gK,\qquad m-p=\frac gC .
\label{roots}
\end{equation}
The remaining mode, $\lambda=0$, is a common constant temperature $s=f$.

Put unit power at $x=0$ on a long plate. Upstream the fields must decay; downstream they must stay finite:
\begin{align}
x<0:&\quad s=Ae^{px}, & f&=\frac{Kp}{C}Ae^{px},\\
x>0:&\quad s=D+Be^{-mx}, & f&=D-\frac{Km}{C}Be^{-mx}.
\end{align}
The total axial heat flow is $J=Cf-Ks'$, and the sum of the balances says $J'=q$. Upstream $J=0$: whatever the metal conducts backwards, the coolant returns. Downstream $J=CD$, which must equal the unit power, so $D=1/C$. This constant exists on the downstream side alone.

Continuity of $s$ and $f$ at the source requires
\[
A=\frac1C+B,\qquad KpA=1-KmB .
\]
Eliminating $B$ gives $K(p+m)A=1+Km/C$. Equation \eqref{quad} at $\lambda=-m$ says $1+Km/C=Km^2/g$. Then, using $1/C=(m-p)/g$ for $B=A-1/C$,
\begin{equation}
A=\frac{m^2}{g(p+m)},\qquad B=\frac{m^2-(m^2-p^2)}{g(p+m)}=\frac{p^2}{g(p+m)} .
\end{equation}

\subsection{Chips of finite length}

For uniform heating over a length $a$, averaging an exponential over source and receiver gives one factor $S(z)=\sinh z/z$ for each chip. For chips that do not overlap,
\begin{align}
R_{21}&=\frac1C+B\,S(ma/2)^2e^{-md},\\
R_{12}&=A\,S(pa/2)^2e^{-pd}.
\end{align}
Within one chip, half of all source--receiver pairs have the receiver downstream. With
\[
E(ka)=\frac1{a^2}\int_0^a(a-r)e^{-kr}dr=\frac{ka-1+e^{-ka}}{(ka)^2},
\]
the self term is $R_{11}=R_{22}=1/(2C)+A\,E(pa)+B\,E(ma)$.

\subsection{Bounds and limits}

For point sources the asymmetry is $\Delta(d)=1/C+Be^{-md}-Ae^{-pd}$. It vanishes at $d=0$, tends to $1/C$, and has the slope
\begin{equation}
\Delta'(d)=\frac{pm}{g(p+m)}\left(me^{-pd}-pe^{-md}\right)>0,
\end{equation}
since $m>p$. Averaging preserves these bounds, so $0<R_{21}-R_{12}<1/C$. The reverse influence is much weaker when $A\,S(pa/2)^2e^{-pd}\ll1/C$.

At low flow, \eqref{roots} gives $m\to g/C$ and $p\to C/K$, so $B\to0$ and $A\to1/C$. Both influences are then large, and $R_{21}/R_{12}\to e^{Cd/K}$, which tends to 1: conduction carries heat upstream as far as chip 1. At high flow with $g$ fixed, $1/C\to0$ and $p,m\to\sqrt{g/K}$, so $A$ and $B$ become equal. The coolant hardly warms, acts as a uniform heat sink, and the ratio again tends to 1. If $g$ rises with flow, $p$ rises too, and the factor $e^{-pd}$ can shrink $R_{12}$ faster than $1/C$ falls.

\section{A server-type cold plate}

The parameters are round values. A copper plate (400 W/(m\,K)) is 120 mm long and 30 mm wide, with a 3 mm base and 3 mm high fins. Channels and fins are each 0.5 mm wide, giving 30 channels. The chips span the width, are 20 mm long, and have centres at 35 and 85 mm. Water (1000 kg/m$^3$, 4200 J/(kg\,K), 0.6 W/(m\,K), 0.7 mPa\,s) enters at 30\,$^\circ$C and 0.5 L/min. Then
\begin{align*}
C&=1000\times4200\times\frac{0.5\times10^{-3}}{60}=35.0\ \mathrm{W/K},\\
K&=400\times0.030\times(0.003+0.5\times0.003)=0.054\ \mathrm{W\,m/K}.
\end{align*}
The hydraulic diameter is $2(0.5)(3)/3.5=0.857$ mm. A Nusselt number of 6 gives a channel coefficient $h=6\times0.6/(0.857\times10^{-3})=4200$ W/(m$^2$\,K). For fins of height $H$ and thickness $t$, the efficiency $\tanh(\mu H)/(\mu H)$, with $\mu^2=2h/(400\,t)$ in SI units, is 0.891. Two fin sides and one floor per channel give
\[
g=30\times4200\times(2\times0.003\times0.891+0.0005)\approx736\ \mathrm{W/(m\,K)} .
\]
From \eqref{roots}, $p=106.7$ and $m=127.8$ m$^{-1}$: heat creeps upstream over about 9.4 mm. With $A=0.0946$ and $B=0.0660$ K/W,
\begin{align*}
R_{21}&=0.02857+0.0660\,S(1.278)^2e^{-6.388}=0.0288\ \mathrm{K/W},\\
R_{12}&=0.0946\,S(1.067)^2e^{-5.336}=0.00066\ \mathrm{K/W},
\end{align*}
a ratio of 44. The self term is 0.0568 K/W. With 300 W in each chip, the plate under chip 1 rises by $300(0.0568+0.0007)=17.2$ K, and under chip 2 by $300(0.0568+0.0288)=25.7$ K.

A finite-volume solution of the balances on the 120 mm plate shows where the heat goes. Midway between the chips, 98\% of chip 1's power is in the coolant. Of chip 2's power, about 23\% is conducted upstream past the chip's leading edge, and the coolant returns it. The metal path is therefore active, but it has almost died out before chip 1.

The same method on a 2 m plate, with $g$ held fixed, gives the dependence on flow:
\begin{center}
\begin{tabular}{cccc}
L/min & $R_{21}$ (K/W) & $R_{12}$ (K/W) & ratio\\
0.005 & 2.86 & 2.07 & 1.4\\
0.05 & 0.286 & 0.0242 & 12\\
0.5 & 0.0288 & 0.00066 & 44\\
4 & 0.0039 & 0.00039 & 10
\end{tabular}
\end{center}
The formulas put the largest ratio, about 50, near 0.28 L/min. This maximum, and the fall to 10 at 4 L/min, result from holding $g$ fixed. At 4 L/min the thermal entry length exceeds the plate, and when the temperature is resolved across the water and the base (laminar, fully developed velocity) the ratio keeps rising with flow, from roughly 90 at 0.5 L/min to a few hundred at 4 L/min. The two lowest flows show the trend for small powers and could not cool these chips. At 0.05 L/min, $C=3.5$ W/K, and a single 300 W chip would warm the water by $300/3.5=86$ K, from 30\,$^\circ$C to above its boiling point at atmospheric pressure.

\section{What real assemblies change}

Finer channels than those assumed here would give a larger $g$. Energy conservation fixes the part $1/C$ of the forward influence. Water warmed near the wall that has not yet mixed across the channel adds to it: for this plate, with laminar flow resolved, $R_{21}$ is about 4\% above $1/C$ at 0.5 L/min, and roughly twice $1/C$ at 4 L/min. The reverse one is small, so minor paths alter it strongly.

\textbf{Coolant loop.} The largest change computed here comes from an imperfect heat exchanger. Count temperatures from its cold supply and let it leave the fraction $1-\varepsilon$ of the outlet excess: $f_{\rm in}=(1-\varepsilon)f_{\rm out}$. Per watt, $C(f_{\rm out}-f_{\rm in})=1$, so every $R_{ij}$ gains $(1-\varepsilon)/(\varepsilon C)$. For $\varepsilon=0.8$ this is 0.0071 K/W. The difference $R_{21}-R_{12}$ is unchanged, but the ratio falls from 44 to 4.6.

\textbf{Circuit board.} Take a board of 20 W/(m\,K), 1.6 mm thick, bridging the 30 mm gap over the 30 mm width. If the resistance between each junction and the board is neglected, it links the junctions with $G=0.032$ W/K. Let $\mathbf R_J$ be the resistance matrix with an assumed junction-to-plate resistance of 0.05 K/W added to its diagonal. The link removes $\mathbf G\mathbf T$ from the chip powers, where $\mathbf G$ has $G$ on the diagonal and $-G$ off it. From $\mathbf T=\mathbf R_J(\mathbf P-\mathbf G\mathbf T)$ the new matrix is $(\mathbf R_J^{-1}+\mathbf G)^{-1}$. It gives $R_{12}=0.0010$ K/W and a ratio of about 29.

\textbf{Wall exchange and base.} The estimate $0.05\,\mathrm{Re\,Pr}\,D_h$, with Reynolds number 227, gives a thermal entry length of 48 mm, longer than a chip, so a single value of $g$ is only an average. Upstream of a heated chip the wall becomes warmer along the flow, over only about 9 mm, and the exchange is stronger than assumed. Behind the chip the wall cools along the flow, and the exchange is weaker. The upstream part is the one that matters for $R_{12}$. Raising $g$ by 30\% everywhere halves $R_{12}$ and changes $R_{21}$ by less than 1\%. The temperature drop through the base acts the other way and raises $R_{12}$, but more weakly. The $R_{12}$ computed above is therefore an estimate of size, probably too high by a factor of about two, and the ratio of 44 is correspondingly too low.

Air loss at 10 W/(m$^2$\,K) lowers $R_{21}$ by 0.1\%. At 0.5 L/min the highest temperature in the model is 57.5\,$^\circ$C. The drop through the base under a chip adds about 3 K, which still leaves the plate well below boiling at atmospheric pressure.

\section{What to do about it}

\begin{itemize}
\item \textbf{Model the coolant as a directed link.} A network of ordinary resistors has a symmetric matrix and cannot give $R_{21}\ne R_{12}$. Pass the coolant's outlet temperature from one chip to the next.
\item \textbf{Measure both directions.} Power one chip at a time and record both temperatures. Subtracting $R_{12}$ from $R_{21}$ removes the common loop contribution.
\item \textbf{Choose the order.} Take powers $P_H>P_L$, equal self terms $R$ and equal temperature limits. With the stronger chip upstream, the rises are $RP_H+R_{12}P_L$ for it and $RP_L+R_{21}P_H$ for the weaker chip. With the stronger chip downstream, the upstream chip releases $P_L$, so the stronger chip rises by $RP_H+R_{21}P_L$. This exceeds the first value because $R_{21}>R_{12}$, and exceeds the second by $(R-R_{21})(P_H-P_L)$. If $R>R_{21}$, as here, the stronger chip belongs upstream. For the plate temperatures of this model the condition fails below about 0.13 L/min.
\item \textbf{Reduce preheating by flow or by parallel feed.} More flow lowers $1/C$, but $R_{21}$ falls more slowly once the water no longer mixes across the channel between the chips. Separate plates fed in parallel remove the preheating, but at fixed total flow, split equally, each stream warms twice as much per watt.
\end{itemize}
